Momentum Tail of a Silicon Donor Envelope beyond the Valley-to-X Distance

**1. A case in one dimension**

Take a particle on a line with the wave function f(s) = exp(−|s|/a)/√a. It is normalized, since ∫exp(−2|s|/a) ds = a. It has a kink at the origin. Its Fourier amplitude is

∫ f(s) exp(−iκs) ds = (2/√a) ∫₀^∞ exp(−s/a) cos κs ds = 2√a/(1 + κ²a²).

Squaring this and dividing by 2π gives the probability density in κ, (2a/π)/(1 + κ²a²)². With t = κa, the probability that |κ| exceeds q, counting both signs, is

P₁ = (4/π) ∫ₓ^∞ dt/(1 + t²)², x = qa.

Far out, 1/(1 + t²)² = t⁻⁴ − 2t⁻⁶ + …, and term-by-term integration gives

P₁ = [4/(3πx³)] [1 − 6/(5x²) + …].

The tail falls as a power of x although f falls exponentially in space. The exponential governs large distances; the kink governs large wavevectors. A donor envelope behaves in the same way, with a different power and a larger first correction.

**2. The silicon problem and its conventions**

The conduction-band minima of silicon lie on the six lines from Γ to X, at about 0.85 of the way. With a rough lattice constant a₀ = 0.543 nm, the Γ–X distance is 2π/a₀ = 11.571 nm⁻¹. The distance from a minimum to the nearest X point is therefore

q = (1 − 0.85) × 11.571 nm⁻¹ = 1.736 nm⁻¹.

A shallow donor state is a Bloch function at the minimum multiplied by a slowly varying envelope. Here the envelope is isotropic,

F(r) = exp(−r/a)/√(πa³), a = 2 nm,

where a is the decay length of the amplitude, not the mean radius. The vector κ is the wavevector measured from the minimum, and "momentum" means ħκ. The plane waves that make up the Bloch function itself are not counted.

The quantity sought is the probability P that |κ| > q. It refers to the outside of a sphere centred on the minimum and touching X. In a symmetric superposition of six valleys, each valley has the same fraction P if the overlap between valleys is neglected; section 7 sizes that overlap.

**3. From the envelope to its momentum density**

For a spherical function the angular average of exp(−iκ·r) is sin(κr)/(κr), so

A(κ) = (4π/κ) ∫₀^∞ r F(r) sin κr dr.

Write β = 1/a. The integral needed is the imaginary part of an elementary one:

∫₀^∞ r exp(−βr) sin κr dr = Im[1/(β − iκ)²]
= Im[(β + iκ)²]/(β² + κ²)²
= 2βκ/(β² + κ²)².

Inserting the normalization and multiplying numerator and denominator by a⁴ gives

A(κ) = 8πa³/[√(πa³)(1 + κ²a²)²] = 8√(πa³)/(1 + κ²a²)².

The density in three-dimensional κ space is |A|²/(2π)³. Since 64πa³/(8π³) = 8a³/π²,

n(κ) = 8a³/[π²(1 + κ²a²)⁴].

Multiplying by the shell area 4πκ² and setting t = κa, so that κ² dκ = t² dt/a³, gives

P = (32/π) ∫ₓ^∞ t²/(1 + t²)⁴ dt, x = qa.

The radius and the valley position enter through the product x alone. Here x = 1.7357 × 2.0 = 3.471.

**4. Leading term and first correction**

For t > 1, expand in 1/t²:

t²/(1 + t²)⁴ = t⁻⁶(1 + t⁻²)⁻⁴ = t⁻⁶ − 4t⁻⁸ + 10t⁻¹⁰ − …

Integrating from x to infinity,

P = (32/π)[1/(5x⁵) − 4/(7x⁷) + 10/(9x⁹) − …]
= [32/(5πx⁵)] [1 − 20/(7x²) + 50/(9x⁴) − …].

With x² = 12.05 and x⁵ = 504, the leading term is

32/(5π × 504) = 0.00404, or 0.404 %.

The first correction is 20/(7 × 12.05) = 0.237. The two-term estimate is

0.404 % × (1 − 0.237) = 0.308 %.

The signs give bounds. Let u = t⁻² and h(u) = (1 + u)⁻⁴. For u > 0 the first derivative of h is negative, the second positive and the third negative. Taylor's theorem with remainder then gives

1 − 4u < h(u) < 1 and h(u) < 1 − 4u + 10u².

These inequalities survive integration. The leading term is thus an upper bound and the two-term result a lower bound. The third term contributes 50/(9 × 145.2) = 0.038 of the leading term, so the three-term sum, 0.324 %, is a tighter upper bound. Without any closed integral, P is already confined between 0.308 % and 0.324 %.

The correction is large because its coefficient is 20/7, not because x is small. It would cancel the leading term at x = √(20/7) = 1.69, so the two-term formula is useless well before x falls to one. In the opposite limit, x ≪ 1, the integrand inside the sphere is nearly t², and P = 1 − 32x³/(3π) + …: almost all the probability lies outside a very small sphere.

**5. The integral in closed form**

Put t = tan θ. Then dt = dθ/cos²θ and 1 + t² = 1/cos²θ, so

t² dt/(1 + t²)⁴ = sin²θ cos⁴θ dθ.

The upper limit is θ = π/2. Let χ = π/2 − θ, which exchanges sine and cosine. The range becomes 0 < χ < φ, with φ = arctan(1/x):

P = (32/π) ∫₀^φ cos²χ sin⁴χ dχ.

Use cos²χ sin²χ = sin²(2χ)/4 and sin²χ = (1 − cos 2χ)/2:

cos²χ sin⁴χ = (1/8) sin²(2χ) − (1/8) sin²(2χ) cos 2χ
= (1/16)(1 − cos 4χ) − (1/8) sin²(2χ) cos 2χ.

The last term is a derivative, because d[sin³(2χ)]/dχ = 6 sin²(2χ) cos 2χ. Hence the integral is φ/16 − sin(4φ)/64 − sin³(2φ)/48, and

P = (2/π)[φ − sin(4φ)/4 − sin³(2φ)/3].

For the example φ = 0.28048, sin(4φ)/4 = 0.22523 and sin³(2φ)/3 = 0.05019. The bracket is 0.00506, and

P = 0.6366 × 0.00506 = 0.00322, or 0.322 %.

The three terms nearly cancel, so each must be carried to more digits than the answer needs. A numerical Fourier transform of F, integrated over the inside of the sphere and subtracted from one, also gives 0.3219 %. For the rough inputs used here, the result is about 0.3 %.

**6. Outside the sphere is not across the zone face**

Most of the region |κ| > q lies in directions that do not lead through X. To find the weight beyond the zone face, let z be the valley axis and integrate n over the transverse wavevector p:

∫₀^∞ 2πp · 8a³/[π²(1 + κ_z²a² + p²a²)⁴] dp = (8a/3π)/(1 + κ_z²a²)³.

Beyond the plane κ_z = q the probability is

P_face = (8/3π) ∫ₓ^∞ dt/(1 + t²)³
= [8/(15πx⁵)] [1 − 15/(7x²) + …].

The substitution of section 5 turns the integrand into sin⁴χ = 3/8 − (cos 2χ)/2 + (cos 4χ)/8, so that

P_face = (1/π)[φ − (2/3) sin 2φ + (1/12) sin 4φ].

This gives 0.0284 %. Dividing the two expansions,

P/P_face = 12[1 − 5/(7x²) + …],

which is 11.3 at this x, in agreement with the ratio 11.34 of the closed forms.

The factor 12 has a geometrical origin. A shell of radius t has the fraction (1 − x/t)/2 of its area beyond the plane. Weighting this with the asymptotic shell probability, proportional to t⁻⁶, gives

½[1/(5x⁵) − 1/(6x⁵)] = 1/(60x⁵),

against 1/(5x⁵) for the whole exterior. The probability is concentrated just outside the sphere, where the plane cuts off a small cap.

The nearest hexagonal zone faces lie on planes such as k_x + k_y + k_z = 3/2, in units of 2π/a₀. Their distance from the minimum is (1.5 − 0.85)/√3 × 11.571 = 4.34 nm⁻¹. The four half-spaces beyond them have a summed weight of 0.0013 %, small beside that of the near X face.

**7. Overlap with the opposite valley**

The opposite minimum lies at −0.85 on the same axis. Adding the reciprocal lattice vector of length 2, in units of 2π/a₀, puts its equivalent at 1.15. The separation from the minimum at 0.85 is 0.30, or Q = 2q. The envelope factor in the overlap of the two valley states is

S = ∫ F² exp(iQ·r) d³r.

Here F² = exp(−2r/a)/(πa³). The integral of section 3, with β replaced by 2/a, gives

S = [4/(a³Q)] · 2(2/a)Q/[(2/a)² + Q²]² = 1/[1 + (Qa/2)²]².

At Q = 2q this is 1/(1 + x²)² = 1/13.05² = 0.59 %. It multiplies a Fourier coefficient of the product of two normalized periodic Bloch parts, one of them complex conjugated. By the Cauchy–Schwarz inequality its magnitude is at most one, which alone would allow an overlap larger than P.

In silicon, symmetry removes this term. The periodic parts at the two minima are both unchanged by a quarter turn about the valley axis combined with a shift of a₀/4 along it, and so is their product. A Fourier component along the axis with wavevector 2 × 2π/a₀ changes sign under that shift, because its phase advances by π. Its coefficient must therefore be zero.

The other terms involve much larger separations. For two perpendicular valleys the smallest is 1.02, in units of 2π/a₀, where the envelope factor is only 0.005 %. Several such terms occur; added in magnitude over the five other valleys and the nearby reciprocal lattice vectors, with Bloch coefficients from a local empirical pseudopotential, they come to about 0.02 %. Overlap between valleys is thus small beside P, and the probability can be assigned to separate valleys at the accuracy used here.

**8. What produces the tail**

The power law can be found without knowing F everywhere. Let g = rF, with F smooth for r ≥ 0 and decaying at infinity. Since g(0) = 0, two integrations by parts give

∫₀^∞ g sin κr dr = −(1/κ²) ∫₀^∞ g″ sin κr dr.

Repeating the integration by parts gives

∫₀^∞ g″ sin κr dr = g″(0)/κ − g⁗(0)/κ³ + …

Because g″(0) = 2F′(0) and g⁗(0) = 4F‴(0),

A(κ) = −8πF′(0)/κ⁴ + 16πF‴(0)/κ⁶ + …

For the exponential envelope, F′(0) = −F(0)/a and F‴(0) = −F(0)/a³, so

A(κ) = [8πF(0)/(aκ⁴)] [1 − 2/(κ²a²) + …].

Squaring the bracket reproduces the factor 1 − 4/t² of section 4. The leading tail measures the slope of the cusp at the donor, and the first correction brings in the third derivative there.

A Gaussian of the same size shows how much depends on the shape of the envelope. The exponential envelope has ⟨r²⟩ = 3a². A Gaussian with the same value has position variance a² along each axis, and hence wavevector variance 1/(4a²). The sphere then lies at y = 2x = 6.94 standard deviations, and

P_G = √(2/π) ∫_y^∞ s² exp(−s²/2) ds.

Integrating by parts, with s exp(−s²/2) as the factor to integrate, gives

P_G = √(2/π) y exp(−y²/2) [1 + 1/y² + …].

The prefactor is 5.54, the exponential 3.41 × 10⁻¹¹ and the bracket 1.02, so P_G = 1.9 × 10⁻¹⁰, or 1.9 × 10⁻⁸ %. At fixed rms radius, replacing the exponential by a Gaussian removes nearly the whole tail. The size of the state alone does not determine P.

**9. Probability and kinetic energy**

Kinetic energy weights the density with κ². Since ⟨κ²⟩ = 1/a² for this envelope, its fraction from outside the sphere is

K = (32/π) ∫ₓ^∞ t⁴/(1 + t²)⁴ dt
= [32/(3πx³)] [1 − 12/(5x²) + …].

The same substitution leaves cos⁴χ sin²χ, which differs from the earlier integrand in the sign of the cos 2χ term. Therefore

K = (2/π)[φ − sin(4φ)/4 + sin³(2φ)/3] = 6.7 %.

The leading term is 8.1 %, and the first correction reduces it to 6.5 %.

The isotropic mass consistent with a = 2 nm and a relative permittivity of 11.7 is 0.310 electron masses. The hydrogenic binding energy ħ²/(2ma²) is then 30.8 meV, which is also the mean kinetic energy. About 0.067 × 30.8 = 2.1 meV of it comes from |κ| > q. This is not the error of effective-mass theory, but the amount of kinetic energy assigned to wavevectors farther from the minimum than X, where the parabolic band is assumed and not tested here. A probability of 0.3 % does not by itself guarantee an energy good to 0.3 %.

**10. Sensitivity to radius and valley position**

Differentiating the logarithm of the two-term expansion gives, to first correction,

d ln P/d ln x ≈ −5 + 40/(7x²) = −4.53,

close to the slope −4.56 of the closed form at this x.

A 1 % increase in radius thus lowers P by about 4.5 % of its value. With the valley at 0.85, P is 1.15 % for a = 1.5 nm and 0.114 % for a = 2.5 nm. With a fixed at 2 nm, moving the minimum to 0.83 gives 0.18 %, and moving it to 0.87 gives 0.61 %. A shift of 0.02 looks small beside 0.85, but it must be compared with the remaining distance of 0.15.

**11. Unequal masses**

Silicon has a longitudinal mass of about 0.92 and a transverse mass of about 0.19 electron masses. A trial envelope that allows for this is

F ∝ exp{−√[(x² + y²)/a_t² + z²/a_l²]},

where x, y and z are here Cartesian coordinates. Scaling them by a_t, a_t and a_l makes the function spherical with unit radius. In scaled variables each component of the squared gradient averages to 1/3 and the inverse radius to 1. The energy is therefore

E = (ħ²/2m₀)[2/(3m_t a_t²) + 1/(3m_l a_l²)] − [e²/(4πε₀ε)] J,

J = ∫₀¹ du/√[a_t²(1 − u²) + a_l²u²],

with masses in units of m₀ and u the cosine of the polar angle in scaled space. Minimizing E gives a_t = 2.44 nm, a_l = 1.40 nm and a binding energy of 29.6 meV.

Scaled momentum space is spherical too, so the face tail is the formula of section 6 with a replaced by a_l. It rises from 0.028 % to 0.145 %, because a_l is smaller than the isotropic radius of 2 nm. For the sphere, the direction u has the threshold q/√[(1 − u²)/a_t² + u²/a_l²] in place of x. Averaging P over u gives 0.50 %. These are tails of the trial function; minimizing the energy does not guarantee the tail of the true anisotropic solution. Solving the same anisotropic equation in a large Gaussian basis changes the binding energy by less than 0.1 meV, but lowers the sphere tail to 0.46 % and the face tail to 0.12 %. The trial form thus overstates them by roughly 10 % and 20 % of their values.

**12. The result beside a real donor**

The radius, masses and permittivity are rough values typical of shallow donors in silicon. The assumption that matters most is the pure screened Coulomb potential. Phosphorus binds its electron by roughly 45 meV, not 31 meV, because the potential near the core differs from the screened Coulomb form and couples the valleys. A simple one-valley model of the extra attraction adds a well −V₀ exp(−r²/s²), with V₀ adjusted to a binding energy of 45 meV at the same isotropic mass. For s = 0.2 nm the depth is 3.9 eV and the sphere tail 3.5 %; for s = 0.3 nm they are 1.5 eV and 3.2 %. The tail is about ten times that of the Coulomb envelope.

A smaller radius alone does not account for this. Scaling a by √(30.8/45) gives 1.65 nm and x = 2.87, for which the closed form yields 0.75 %. The well states are smaller still: their rms radius is that of an exponential with a of about 1.43 nm, whose tail is 1.4 %. The remaining factor, about 2.3 for the wider well and 2.5 for the narrower one, reflects the changed shape of the envelope, which the well makes more peaked near the donor. The figures of 3.2 % and 3.5 % measure sensitivity and do not predict the phosphorus state: the well varies over less than a lattice constant, where a one-band envelope equation is not justified. The energies involved are not small either. A parabola with the longitudinal mass reaches 125 meV at X, about four times the isotropic binding energy. This sets an energy scale; it does not by itself show that the parabola fails at X.

The estimate also presupposes a bound electron. At 300 K the thermal energy is 25.9 meV, comparable with the binding energy, so the natural setting is a lightly doped crystal at low temperature. There, 0.3 % describes the isotropic Coulomb envelope with a = 2 nm. The two short-range wells tried above raise the tail to a few percent, which shows how strongly it depends on the central cell but does not predict its value for a real donor. The numerical output lists the main values used here.

Values computed for the example and the checks

```
lattice constant a0 = 0.543 nm
envelope decay length a = 2.0 nm
valley position / Gamma-X distance = 0.85
Gamma-X distance = 11.571 1/nm
valley-to-X distance q = 1.7357 1/nm
x = q a = 3.4714
phi = 0.28048 rad
probability outside sphere P = 0.3219 %
same, direct Fourier transform = 0.3219 %
leading large-x estimate = 0.4041 %
two-term large-x estimate = 0.3083 %
probability beyond near X face = 0.0284 %
sphere/face probability ratio = 11.34
distance to hexagonal face = 4.342 1/nm
weight beyond four hexagonal faces = 0.00134 %
kinetic-energy fraction beyond q = 6.712 %
Gaussian tail, same rms radius = 1.93e-08 %
intervalley envelope factor = 0.587 %
P for a = 1.5 nm: 1.1504 %
P for a = 2.5 nm: 0.1142 %
P for valley at 0.83: 0.1808 %
P for valley at 0.87: 0.6130 %
relative permittivity = 11.7
isotropic mass giving a = 0.3096 m0
isotropic binding energy = 30.77 meV
longitudinal, transverse mass = 0.92, 0.19 m0
anisotropic radii at, al = 2.436, 1.397 nm
anisotropic binding energy = 29.61 meV
anisotropic sphere tail = 0.4992 %
anisotropic X-face tail = 0.1447 %
parabolic longitudinal energy at X = 124.8 meV
thermal energy at 300 K = 25.85 meV
central-cell target binding = 45.0 meV
core range 0.2 nm: well depth = 3.870 eV
  sphere tail with core = 3.508 %
  tail shift on basis change = 1.0e-03 %
core range 0.3 nm: well depth = 1.521 eV
  sphere tail with core = 3.229 %
  tail shift on basis change = 2.4e-03 %
```
